# Basis-Independent Electron-Phonon Rates for Degenerate Multiplets

## One phonon and two equivalent electron states

Let two electron states \(|1\rangle\) and \(|2\rangle\) have the same energy. A phonon couples the first to a final state \(|f\rangle\) with amplitude \(a\), and does not couple the second:

\[
\langle f|\Delta V|1\rangle=a,\qquad \langle f|\Delta V|2\rangle=0 .
\]

The Hamiltonian does not prefer this pair. An equally valid pair of eigenstates is

\[
|1'\rangle=\cos\theta\,|1\rangle+\sin\theta\,|2\rangle,\qquad
|2'\rangle=-\sin\theta\,|1\rangle+\cos\theta\,|2\rangle .
\]

By linearity, the new amplitudes are \(a\cos\theta\) and \(-a\sin\theta\). Their squares depend on \(\theta\), but

\[
|a|^2\cos^2\theta+|a|^2\sin^2\theta=|a|^2 .
\]

An electron equally likely to be in either state therefore has mean squared coupling \(|a|^2/2\) in every basis. There is one final state here, so the final sum is already complete, and yet the individual initial values still vary. The initial average is a separate requirement.

The angle \(\theta\) is a choice of description when the multiplet is equally populated. If an electron is deliberately prepared in \(|1\rangle\), its loss rate is physical and can differ from the average. What has no physical meaning is a rate attached to the label "band 1" when a diagonalization routine has picked that state.

## Two doublets

Now let the final level be a doublet too, and suppose that in suitable bases the coupling is diagonal:

\[
g=\begin{pmatrix}a&0\\0&b\end{pmatrix}.
\]

Rows label final states, columns initial ones. Rotate the initial basis by \(\theta\) and the final basis by \(\phi\). The first new states have components \(u=(\cos\theta,\sin\theta)^T\) and \(w=(\cos\phi,\sin\phi)^T\), so

\[
g'_{11}=w^Tgu=a\cos\phi\cos\theta+b\sin\phi\sin\theta .
\]

For real \(a,b\), or with a common phase, average the square over both angles. Since \(\overline{\cos^2}=\overline{\sin^2}=1/2\) and \(\overline{\sin\cos}=0\), the cross term drops out:

\[
\overline{|g'_{11}|^2}=\frac{|a|^2+|b|^2}{4}.
\]

This is the block sum divided by the number of matrix elements. A single element can be as large as the larger of \(|a|^2,|b|^2\), and it is zero when \(w\) is chosen orthogonal to \(gu\).

## A lattice that realizes the example

Take a simple cubic lattice with constant \(A\), orthonormal \(p_x,p_y,p_z\) orbitals on each site, no spin, and Hartree atomic units. The hopping matrix to a neighbour at \(\mathbf R\) is

\[
t(\mathbf R)=e^{-\beta(R-A)}\left[(V_\sigma-V_\pi)\hat{\mathbf R}\hat{\mathbf R}^T+V_\pi\mathbf 1\right],
\]

for first and second neighbours. The parameters are \(A=5\) bohr, \(\beta=0.6\) bohr\(^{-1}\), \(V_\sigma=0.06\) Ha and \(V_\pi=-0.015\) Ha. Central springs \(K_1=0.03\) and \(K_2=0.015\) Ha/bohr\(^2\) join ions of mass \(M=50000\,m_e\).

Let sites move by \(\mathbf u_l=\mathbf e\,e^{i\mathbf q\cdot\mathbf R_l}\); the complex field abbreviates two real ones, combined linearly. To first order a bond changes by \(\nabla t(\mathbf R)\cdot(\mathbf u_{l'}-\mathbf u_l)\), where \(\mathbf R=\mathbf R_{l'}-\mathbf R_l\). Between Bloch states at \(\mathbf k\) and \(\mathbf k'=\mathbf k+\mathbf q\), each bond carries the factor

\[
e^{-i\mathbf k'\cdot\mathbf R_l}
\left(e^{i\mathbf q\cdot(\mathbf R_l+\mathbf R)}-e^{i\mathbf q\cdot\mathbf R_l}\right)
e^{i\mathbf k\cdot(\mathbf R_l+\mathbf R)}
=e^{i\mathbf k'\cdot\mathbf R}-e^{i\mathbf k\cdot\mathbf R}.
\]

All dependence on \(\mathbf R_l\) cancels, and the normalized site sum gives

\[
M_\alpha(\mathbf k',\mathbf k)=\sum_{\mathbf R}\partial_\alpha t(\mathbf R)
\left(e^{i\mathbf k'\cdot\mathbf R}-e^{i\mathbf k\cdot\mathbf R}\right).
\]

A test against finite differences of a displaced supercell agrees to \(7\times10^{-10}\), relative to the largest element. The oscillator amplitude \(1/\sqrt{2M\omega_\nu}\) then gives

\[
g_\nu=\frac{1}{\sqrt{2M\omega_\nu}}\,C'^\dagger\Big(\sum_\alpha e_{\nu\alpha}M_\alpha\Big)C ,
\]

where the columns of \(C\) and \(C'\) are the initial and final states. The factor \(1/N\) from \(N\) cells is kept for the sum over \(\mathbf q\).

Choose \(\mathbf k=(1/8,0,0)\) and \(\mathbf k'=(0,1/8,0)\) in units of \(2\pi/A\). At \(\mathbf k\), reflections forbid mixing of \(p_y\) and \(p_z\), and the exchange \(y\leftrightarrow z\) makes their energies equal. At \(\mathbf k'\) the doublet is \(p_x,p_z\). Both lie at 0.1009 Ha.

The highest phonon at \(\mathbf q=(-1/8,1/8,0)\) is polarized along \(\mathbf q\). Its frequency follows by summing the springs over all neighbours, each weighted by \(1-\cos\mathbf q\cdot\mathbf R\) and by the squared cosine of the angle between \(\mathbf R\) and the polarization:

\[
M\omega^2=2(1-\cos45^\circ)(K_1+K_2)+2K_2\simeq0.0564\ \text{Ha/bohr}^2 .
\]

Dividing by \(M\) and taking the root gives \(\omega=1.06\times10^{-3}\) Ha. Reflection in \(z\) leaves both wave vectors and this polarization unchanged. It reverses \(p_z\) only, so \(p_y\to p_x\) and \(p_z\to p_z\) are allowed and the crossed transitions vanish. This is the diagonal matrix above, with squared entries

\[
3.878\times10^{-6}\quad\text{and}\quad0.303\times10^{-6}\ \text{Ha}^2 .
\]

Their sum is \(4.181\times10^{-6}\) Ha\(^2\) and their block mean is \(4.181/4=1.045\) in units of \(10^{-6}\) Ha\(^2\). Scanning both angles takes \(|g_{11}|^2\) from zero, up to rounding, to \(3.878\times10^{-6}\) Ha\(^2\).

Numerical noise makes this choice without being asked. Within a degenerate level, first-order perturbation theory diagonalizes the perturbation itself, so the selected states depend on its form and not on its overall size. Random perturbations on the scale of \(10^{-10}\) Ha, in 40 trials, moved \(|g_{11}|^2\) between \(1.7\times10^{-10}\) and \(3.1\times10^{-6}\) Ha\(^2\). The block mean varied by \(4\times10^{-8}\) of its value. It is stable because the subspace as a whole tilts only by about the noise divided by the gap to other levels, here a few times \(10^{-9}\) for a gap of 0.057 Ha. The relative spread is larger than the tilt because it is a range over many trials and because the admixed singlet states have squared couplings up to about ten times the block mean.

## The general transformation

Let the initial, final and phonon multiplets have dimensions \(d_i,d_f,d_p\). Changes of electron basis by unitary matrices \(U\) and \(W\) give

\[
g_\nu\longrightarrow W^\dagger g_\nu U .
\]

Phonon partners may also mix, \(g_\nu\to\sum_\mu g_\mu Q_{\mu\nu}\), with \(Q\) unitary. Define

\[
G=\sum_{\nu}g_\nu^\dagger g_\nu,\qquad
S=\operatorname{Tr}G=\sum_{mn\nu}|g_{mn,\nu}|^2 .
\]

Under phonon mixing,

\[
\sum_\nu g_\nu^\dagger g_\nu\to
\sum_{\mu\lambda}g_\mu^\dagger g_\lambda\sum_\nu Q^*_{\mu\nu}Q_{\lambda\nu}
=\sum_\mu g_\mu^\dagger g_\mu ,
\]

because \(QQ^\dagger=1\). Under the electron changes, \(WW^\dagger=1\) removes \(W\), which leaves

\[
G\to U^\dagger GU,\qquad \operatorname{Tr}G\to\operatorname{Tr}(GUU^\dagger)=\operatorname{Tr}G .
\]

The final sum thus removes the final and phonon choices, but the diagonal elements \(G_{nn}\) still depend on \(U\). Each is an expectation value of a Hermitian matrix, so it lies between the extreme eigenvalues of \(G\). The trace fixes their mean.

For the event above, summing over all three phonons without energy weights gives eigenvalues \(3.77\times10^{-6}\) and \(7.35\times10^{-6}\) Ha\(^2\). An initial state's sum can be anywhere between them. The invariant average is

\[
\frac{S}{d_i}=\frac{3.775+7.350}{2}\times10^{-6}=5.56\times10^{-6}\ \text{Ha}^2 .
\]

The value of one element averaged over all bases is \(S/(d_id_fd_p)\) within one phonon multiplet: a uniformly random unit vector has mean projector \(\mathbf1/d\), and this applies to each of the three factors. A rate must not be divided by all three dimensions. For the single highest phonon, with \(d_p=1\),

\[
\frac{S}{d_i}=\frac{4.181\times10^{-6}}{2}=2.09\times10^{-6}\ \text{Ha}^2
=d_fd_p\,(1.045\times10^{-6}\ \text{Ha}^2).
\]

Final states are separate exits and add; initial states are alternatives and are averaged.

## Degenerate phonons, and a coupling that vanishes

Scattering along the \(x\) axis from the doublet \(p_y,p_z\) to the singlet \(p_x\) shows the phonon part by hand. A transverse displacement along \(y\) couples \(p_y\), one along \(z\) couples \(p_z\), and fourfold symmetry makes both amplitudes equal to some \(c\). For initial angle \(\theta\) and polarization angle \(\chi\), the amplitude is

\[
c(\cos\chi\cos\theta+\sin\chi\sin\theta)=c\cos(\chi-\theta).
\]

The partner mode at \(\chi+90^\circ\) contributes \(|c|^2\sin^2(\chi-\theta)\), and the two squares add to \(|c|^2\). One transverse mode alone has no fixed coupling to a chosen initial state; the pair does.

In this model \(c\) has a zero. Since \(t(\mathbf R)=t(-\mathbf R)\), its gradient is odd, and only the odd part of the exponentials survives:

\[
M_\alpha=i\sum_{\mathbf R}\partial_\alpha t(\mathbf R)
(\sin\mathbf k'\cdot\mathbf R-\sin\mathbf k\cdot\mathbf R).
\]

With both wave vectors on the \(x\) axis and neighbours at \(R_x/A=0,\pm1\), every term is proportional to \(\sin k'_xA-\sin k_xA\). The numerical case went from \(k_x=1/8\) to \(k'_x=3/8\) in units of \(2\pi/A\), that is, from \(45^\circ\) to \(135^\circ\). The sines are equal and the coupling is zero. The values near \(10^{-38}\) Ha\(^2\) in the numerical output are rounding residue. They carry no physical information about transverse scattering, and the argument for the phonon pair rests on the algebra above.

## Sums without eigenvectors

The final sum can be written so that no basis is ever selected. If \(H'|m\rangle=E_m|m\rangle\), then for any energy weight \(F\),

\[
\sum_m|m\rangle F(E_m)\langle m|=F(H').
\]

For the phonons, let \(D\) have eigenvalues \(\omega_\nu^2\). Then \(\sum_\nu e_{\nu\beta}e^*_{\nu\alpha}/\omega_\nu=(D^{-1/2})_{\beta\alpha}\), and when \(F\) does not involve \(\omega_\nu\),

\[
\sum_\nu g_\nu^\dagger F g_\nu
=\frac1{2M}\sum_{\alpha\beta}(D^{-1/2})_{\beta\alpha}
C^\dagger M_\alpha^\dagger F(H')M_\beta C .
\]

The left side is in the final eigenbasis, where \(F\) is diagonal. Matrix functions do not depend on how degenerate eigenvectors are chosen. A numerical test compared both sides, but on the same transfer for which \(M_\alpha\) vanishes. It therefore checks the algebra on a residue matrix and does not check a physical coupling strength.

In a golden-rule rate the weight does depend on \(\omega_\nu\). The electron projector form then applies separately to each phonon multiplet.

## The relaxation rate of the occupation

Let \(f_+\) and \(f_-\) be the equilibrium occupations at \(E+\omega\) and \(E-\omega\), and \(n\) the phonon occupation. For final states at \(E+\omega\), loss by absorption carries \(n(1-f_+)\), and gain by the reverse emission carries \((n+1)f_+\). With initial occupation \(f\), the rate equation contains

\[
-f\,n(1-f_+)+(1-f)(n+1)f_+ .
\]

The coefficient of \(-f\) is \(n(1-f_+)+(n+1)f_+=n+f_+\). At \(E-\omega\) the same steps give \((n+1)(1-f_-)+nf_-=n+1-f_-\). Hence

\[
\begin{aligned}
\Gamma=\frac{2\pi}{N}\sum_{\mathbf q\nu}g_\nu^\dagger\big[&(n_\nu+f_+)\,\delta(E+\omega_\nu-H')\\
&+(n_\nu+1-f_-)\,\delta(E-\omega_\nu-H')\big]g_\nu,
\qquad \bar\gamma=\frac{\operatorname{Tr}\Gamma}{d_i}.
\end{aligned}
\]

Emission uses the phonon at \(-\mathbf q\), which here has the same frequency and coupling strength. The formula assumes harmonic phonons in equilibrium, linear coupling and weak scattering. Each weight is the same throughout a multiplet, so the preceding invariance proof carries over term by term.

Set the chemical potential at the doublet energy, the thermal energy at 0.001 Ha, and replace the delta functions by Gaussians of width 0.006 Ha. The sum over the full Brillouin zone gives

\[
\bar\gamma=1.389\times10^{-3}\ \text{Ha}\ (32^3\text{ points}),\qquad
1.387\times10^{-3}\ \text{Ha}\ (48^3\text{ points}).
\]

The change is \(-0.08\) percent of the first value. The inverse rate on the finer grid is \(1/(1.387\times10^{-3})\simeq721\) atomic units of time, or 17.4 fs. The Gaussian is wider than both the thermal energy and the phonon frequency quoted above. Agreement between the grids shows convergence at this width; it does not show convergence as the width goes to zero. The rate itself also exceeds the thermal energy and that phonon frequency. It is small against the bandwidth, but the level is broadened over the energy range on which the occupation factors change, and the formula ignores that broadening. The number illustrates the averaging and should not be read as a reliable lifetime.

## When one number describes every state

Let a symmetry operation \(s\) leave \(\mathbf k\) unchanged and act on the initial multiplet by the matrix \(R_s\). It permutes the final wave vectors and maps their multiplets and phonons onto one another with equal weights. A complete, symmetric sum is therefore unchanged:

\[
R_s^\dagger\Gamma R_s=\Gamma .
\]

For \(p_y,p_z\), reflection \(z\to-z\) uses \(R=\operatorname{diag}(1,-1)\), which reverses the sign of \(\Gamma_{yz}\) and so forces it to vanish. The exchange \(y\leftrightarrow z\) then gives \(\Gamma_{yy}=\Gamma_{zz}\). Thus \(\Gamma=\bar\gamma\mathbf1\), as the tests on both grids confirm.

In general, every eigenspace of \(\Gamma\) is carried into itself by all \(R_s\). If the multiplet has no smaller invariant subspace, that is, if the representation is irreducible, one eigenspace must be the whole multiplet and \(\Gamma\) is a multiple of the identity. An accidental degeneracy need not have this property.

The final sampling matters as well. Keep the final points with \(|k'_y|>|k'_z|\) at weight 2, those with equality at weight 1, and drop the rest. If \(X\) exchanges \(p_y\) and \(p_z\), this wedge sum obeys

\[
\Gamma=\tfrac12(\Gamma_{\rm w}+X\Gamma_{\rm w}X),\qquad
\operatorname{Tr}\Gamma=\operatorname{Tr}\Gamma_{\rm w}.
\]

On the \(32^3\) grid the wedge gives \(0.964\times10^{-3}\) Ha for \(p_y\) and \(1.813\times10^{-3}\) Ha for \(p_z\). Their mean is \(1.389\times10^{-3}\) Ha, equal to the full result. The reduced sum is sufficient for the average and wrong for the separate states.

## What the average loses

Consider a doublet with amplitudes \(c\), coupled by \(V\) to empty continuum levels with amplitudes \(b_\epsilon\) and density \(\rho\) per channel. From \(\dot b_\epsilon=-i\epsilon b_\epsilon-iVc\) and \(b_\epsilon(0)=0\),

\[
b_\epsilon(t)=-i\int_0^t e^{-i\epsilon(t-t')}Vc(t')\,dt' .
\]

Insert this into \(\dot c=-iV^\dagger\sum_\epsilon b_\epsilon\), with the doublet energy set to zero. For a wide, flat continuum the level sum becomes \(2\pi\rho\,\delta(t-t')\), and the integration endpoint takes half of the delta function:

\[
\dot c=-\pi\rho V^\dagger V c=-\tfrac12\Gamma c,\qquad \Gamma=2\pi\rho V^\dagger V .
\]

So \(c(t)=e^{-\Gamma t/2}c(0)\). Averaging the surviving norm over an equally populated multiplet gives

\[
P(t)=\frac1{d_i}\operatorname{Tr}e^{-\Gamma t}
=1-\bar\gamma t+\frac{t^2}{2d_i}\operatorname{Tr}\Gamma^2-\cdots .
\]

The initial slope of this weak-coupling law is \(-\bar\gamma\). Later the fast component is depleted first, and the populations of the eigenstates of \(\Gamma\) become unequal. In another basis the same imbalance can appear as coherence between the states.

For chosen eigenvalues 0.03 and 0.01 Ha at \(t=100\) atomic units,

\[
P=\frac{e^{-3}+e^{-1}}2=0.209,\qquad e^{-\bar\gamma t}=e^{-2}=0.135 .
\]

Propagation with the full Hamiltonian of a discretized continuum gives 0.209. A Boltzmann description with one occupation for the multiplet needs either \(\Gamma\propto\mathbf1\), or another process that keeps the populations equal and removes coherence. Without these, the matrix must be retained.

## Velocity weights

Transport adds a further basis-dependent quantity. Inside a multiplet the velocity is a matrix, \(v_\alpha=C^\dagger(\partial H/\partial k_\alpha)C\), and it changes as \(v_\alpha\to U^\dagger v_\alpha U\). The expression

\[
\sum_{mn}|g_{mn}|^2\,\mathbf v_{nn}\cdot\mathbf v'_{mm}
\]

uses diagonal elements alone and is not invariant, even though it sums over both multiplets. Two invariant alternatives are

\[
T=\sum_\alpha\operatorname{Tr}(v_\alpha g^\dagger v'_\alpha g),\qquad
B=S\,\bar{\mathbf v}\cdot\bar{\mathbf v}',\qquad
\bar v_\alpha=\frac{\operatorname{Tr}v_\alpha}{d_i},
\]

with \(\bar{\mathbf v}'\) defined likewise using \(d_f\). In \(T\), every \(U\) meets \(U^\dagger\) and every \(W\) meets \(W^\dagger\) around the trace. In \(B\), each factor is separately invariant.

Body-diagonal points of the cubic model provide a case. At \((1/8,1/8,1/8)\) all diagonal elements of \(H\) are equal, and so are all off-diagonal ones, which leaves a doublet orthogonal to \((1,1,1)\). For the highest phonon linking it to the doublet at \((-1/8,1/8,1/8)\), the diagonal expression ranges from \(-1.4\times10^{-6}\) to \(0.5\times10^{-6}\) atomic units as the bases turn. Even its sign is arbitrary. The invariants are \(T=-1.0\times10^{-6}\) and \(B=0.12\times10^{-6}\).

Invariance therefore does not decide between them. \(B\) belongs to a description in which each multiplet has one occupation and one mean velocity. \(T\) keeps velocity correlations within the multiplets, and by itself it is not a complete transport rate.

## The procedure for a band calculation

1. Group electron energies at each wave vector, and phonon frequencies at each \(\mathbf q\), using a tolerance above numerical noise and below physical splittings. Check the total width of each group, since a chain of small gaps can join distinct levels.
2. Compute all couplings between complete groups. Cutting a multiplet at the edge of a band window breaks the invariance.
3. Use one energy and one frequency per group in the weights, and sum \(|g|^2\) over final states and phonon partners.
4. Sum over the initial group and divide by \(d_i\). If block-mean values of \(|g|^2\) are stored, multiply by \(d_fd_p\) when forming the rate.
5. Form velocity weights from subspace means or operator traces, according to the transport equation being solved.

Grouping levels that are really split introduces an error. For a Gaussian weight of width \(\sigma\), moving a final energy by \(\Delta\) at distance \(x\) from the centre changes the weight by a relative amount of about \(|x|\Delta/\sigma^2\), for \(\Delta\) much smaller than both \(|x|\) and \(\sigma^2/|x|\). At the centre this first-order change vanishes and about \(\Delta^2/(2\sigma^2)\) remains. On the initial side, averaging distinct levels also erases a real difference between their rates. The average is justified by degeneracy and equal population, and the tolerance should express no more than the first of these.

## Values computed for the example and the checks

```
Lattice constant: 5.0 bohr; ion mass: 50000 m_e
Hopping sigma, pi: 0.060, -0.015 Ha
Hopping decay: 0.60 1/bohr
Springs first, second: 0.030, 0.015 Ha/bohr^2
Thermal energy: 0.0010 Ha; Gaussian width: 0.0060 Ha
Initial k (2pi/a): [0.125 0.    0.   ]  final k (2pi/a): [0.    0.125 0.   ]
Initial, final doublet energy: 0.100885, 0.100885 Ha
Highest phonon frequency at this q: 1.061700e-03 Ha
Supercell relative error of deformation matrix: 6.6e-10
Squared singular values: 3.87794e-06, 3.02573e-07 Ha^2
|g_11|^2 over bases, min: 1.54e-41 Ha^2
|g_11|^2 over bases, max: 3.87794e-06 Ha^2
Block sum of |g|^2: 4.18051e-06 Ha^2
Block mean of |g|^2: 1.04513e-06 Ha^2
Noise amplitude scale: 1.0e-10 Ha; trials: 40
|g_11|^2 under noise, min: 1.678e-10 Ha^2
|g_11|^2 under noise, max: 3.098e-06 Ha^2
Relative spread of block mean under noise: 4.0e-08
All-phonon kernel eigenvalues: 3.77495e-06, 7.35032e-06 Ha^2
All-phonon initial average: 5.56264e-06 Ha^2
One transverse phonon |g|^2, min: 6.47e-39 Ha^2
One transverse phonon |g|^2, max: 7.90556e-38 Ha^2
Transverse pair, initial average: 8.12986e-38 Ha^2
Average rate, 32^3 grid: 1.38859e-03 Ha
Average rate, 48^3 grid: 1.38743e-03 Ha
Relative grid change: -0.08 percent
Inverse rate, 48^3 grid: 720.76 a.u. of time = 17.434 fs
Wedge p_y, p_z rates, 32^3 grid: 9.63870e-04, 1.81331e-03 Ha
Wedge average rate: 1.38859e-03 Ha
Body-diagonal k (2pi/a): [0.125 0.125 0.125]  final: [-0.125  0.125  0.125]
Diagonal velocity sum, min: -1.3819e-06 a.u.
Diagonal velocity sum, max: 4.8930e-07 a.u.
Velocity operator trace: -1.0025e-06 a.u.
Mean-velocity sum: 1.1978e-07 a.u.
Decay model rates: 0.030, 0.010 Ha
Decay model time: 100.0 a.u.
Exact survival: 0.2092 (dimensionless)
Rate-matrix survival: 0.2088 (dimensionless)
Single average-rate survival: 0.1353 (dimensionless)
```
